# Bracketed Root Finding for the Barrier Top of a Ballistic Transistor

In a short n-channel transistor, electrons from the source must pass over a potential barrier in the channel. The gate lowers this barrier, but each electron that then occupies its top repels the others and raises it again. The current depends on where the barrier settles, and for each pair of terminal voltages that height must be found from a self-consistent equation. The obvious way is to guess the barrier, compute the charge, correct the barrier and repeat. In a transistor that is switched on, this can swing for ever between two absurd answers.

## The equation for the barrier

Let the source be grounded and its Fermi level be the zero of energy. With $q>0$ the elementary charge, the drain Fermi level lies at $-qV_D$. Treat the barrier top as one electrostatic node at potential $\psi$, coupled to gate, drain and source by constant positive capacitances per area $C_G,C_D,C_S$. If $n$ electrons per area occupy the node, its charge is

$$C_G(\psi-V_G)+C_D(\psi-V_D)+C_S\psi=-qn .$$

Fixed charge and work functions shift only the origin of $\psi$. Put $C=C_G+C_D+C_S$ and $\alpha_i=C_i/C$, and divide by $C$:

$$\psi=\alpha_GV_G+\alpha_DV_D-\frac{qn}{C}.$$

An electron has potential energy $-q\psi$, so the bottom of the lowest subband at the barrier top is $E=E_{b0}-q\psi$, where $E_{b0}$ is its value at zero bias without mobile charge. Hence

$$E=E_L+\frac{q^2n(E)}{C},\qquad E_L=E_{b0}-q(\alpha_GV_G+\alpha_DV_D).\tag{1}$$

The density follows from ballistic filling: states with $k_x>0$ come from the source and those with $k_x<0$ from the drain, each with its own Fermi function. Take a parabolic subband with masses $m_x$ (along transport) and $m_y$, valley number $g_v$ and two spins. The source part is

$$n_S=\frac{2g_v}{(2\pi)^2}\int_{k_x>0}\frac{d^2k}{1+e^{(E+\varepsilon_k)/kT}},\qquad \varepsilon_k=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}.$$

Substitute $k_i=\sqrt{2m_ikT}\,s_i/\hbar$. Then $\varepsilon_k=kT\,s^2$ and $d^2k=(2\sqrt{m_xm_y}\,kT/\hbar^2)\,d^2s$. The half plane contributes an angle $\pi$, and with $t=s^2$, $s\,ds=dt/2$,

$$\int_{s_x>0}\frac{d^2s}{1+e^{s^2-\eta}}=\frac{\pi}{2}\int_0^\infty\frac{dt}{1+e^{t-\eta}}=\frac{\pi}{2}\ln(1+e^{\eta}).$$

Collecting factors and adding the drain part gives

$$n=N\left[\ln(1+e^{\eta_S})+\ln(1+e^{\eta_D})\right],\qquad N=\frac{g_v\sqrt{m_xm_y}\,kT}{2\pi\hbar^2},\tag{2}$$

with $\eta_S=-E/kT$ and $\eta_D=(-qV_D-E)/kT$.

## What goes wrong with substitution

The naive scheme replaces $E$ by $f(E)=E_L+q^2n(E)/C$ until nothing changes. Near a solution $E^*$ an error $\delta$ becomes $f'(E^*)\,\delta$, with

$$f'(E)=\frac{q^2}{C}\frac{dn}{dE}=-\frac{C_Q}{C},\qquad C_Q=-q^2\frac{dn}{dE}>0 .$$

The quantum capacitance $C_Q$ measures how much charge the states take up when the barrier moves. If $C_Q>C$, each correction overshoots by more than the error it was meant to remove.

The fate of the iteration started at $E_0=E_L$ can be proved. Since $n>0$ and $n$ falls with $E$, $f$ maps the interval $[E_L,f(E_L)]$ into itself. It is decreasing, so $f$ applied twice is increasing. From $E_2\ge E_0$ it follows that $E_4\ge E_2$, and so on: the even iterates rise, stay below $E^*$, and have a limit. The odd ones fall towards a limit above or at $E^*$. When $C_Q>C$ at the solution, $E^*$ repels nearby points, so neither limit can be $E^*$. The iteration ends in a two-cycle.

Here is a device with round parameters: gate length 20 nm, silicon body 3 nm, insulator equivalent to 1 nm of oxide, $T=300$ K, supply 0.7 V. The lowest subband has $g_v=2$ and $m_x=m_y=0.19\,m_0$, so $N=2.05\times10^{12}$ cm$^{-2}$. As a simple model, the charge is placed in a sheet at mid-body, which adds $1.5\times3.9/11.7=0.5$ nm of equivalent oxide. The resulting 1.5 nm gives $C_G=2.30$ µF/cm², and with $\alpha_G=0.90$, $\alpha_D=0.04$ one has $C=2.56$ µF/cm². The barrier parameter is $E_{b0}=0.25$ eV.

At $V_G=V_D=0.7$ V,

$$E_L=0.25-0.90(0.7)-0.04(0.7)=-0.408\ \text{eV}.$$

A barrier this low would hold about $3.2\times10^{13}$ electrons per cm², whose repulsion lifts it to 1.620 eV. There it is practically empty, so the next step returns to $-0.408$ eV. These are the two values between which the computed iteration stays. The true solution is $-0.0668$ eV, where $C_Q/C=4.6$.

At $V_D=0.7$ V the ratio passes one at $V_G=0.239$ V. Below that voltage the solution attracts nearby guesses, which does not by itself guarantee convergence from a distant one. At $V_G=0$ the substitution from $E_L$ does converge. The naive scheme thus works in the off state and fails where the transistor carries its useful current.

Damping is a possible repair. Replacing $E$ by $(1-\omega)E+\omega f(E)$ changes the multiplier to $1-\omega(1+C_Q/C)$. Both logarithms in (2) have slope at most one in $\eta$, so $C_Q<2q^2N/kT\approx25$ µF/cm², or about $9.9\,C$. Any $0<\omega<2/10.9\approx0.18$ therefore makes the map a contraction at every bias. But in the off state, where $C_Q\ll C$, the error then shrinks by a factor of only about 0.82 per step. A choice safe for the on state is slow elsewhere, and the bound must be recomputed for each device.

## Turning the feedback into a bracket

The same monotonic fall of $n$ that makes substitution overshoot makes root finding safe. Write the condition as

$$g(E)=E-E_L-\frac{q^2n(E)}{C}=0 .$$

Differentiation of (2) gives

$$\frac{dn}{dE}=-\frac{N}{kT}\left[\frac{1}{1+e^{-\eta_S}}+\frac{1}{1+e^{-\eta_D}}\right]<0,$$

and therefore

$$g'(E)=1+\frac{C_Q}{C}>1 .\tag{3}$$

A strictly increasing function has at most one zero. To show that there is one, evaluate $g$ at two energies. At the lower one,

$$g(E_L)=-\frac{q^2n(E_L)}{C}<0 .$$

At the upper one, $E_U=E_L+q^2n(E_L)/C$,

$$g(E_U)=\frac{q^2}{C}\left[n(E_L)-n(E_U)\right]>0,$$

because $E_U>E_L$ and the density falls. By continuity the root lies between them. The bracket ends are the first two iterates of the failed scheme: substitution overshoots the root, and so encloses it.

Bisection halves this interval and keeps the half in which $g$ changes sign. In the on state the width is $1.620+0.408=2.028$ eV. Reaching $10^{-13}$ eV needs $\log_2(2.028\times10^{13})=44.2$, hence 45 halvings. That precision has no physical meaning, but it is cheap and keeps numerical derivatives of the current clean.

Equation (3) also gives an error estimate for any trial energy. By the mean value theorem $g(E)=g'(\xi)(E-E^*)$ for some $\xi$ between $E$ and $E^*$, so

$$|E-E^*|\le|g(E)| .$$

The uniqueness was tested at sixteen bias points, $V_G=0,0.3,0.5,0.7$ V combined with $V_D=0,0.05,0.3,0.7$ V. A scan of $g$ from $-2$ to 2 eV in 1 meV steps found one sign change each time.

## Where uniqueness would fail

A falling density is not enough by itself; the sign of $C$ matters. Suppose the total capacitance were $-|C|$. Then

$$g(E)=E-E_L+\frac{q^2n(E)}{|C|},\qquad g'(E)=1-\frac{C_Q}{|C|}.$$

The density (2) is a convex function of $E$, so $g$ is convex and has at most two zeros. For $E\to+\infty$ it grows as $E$. For $E\to-\infty$ its slope tends to $1-2q^2N/(kT|C|)$, which is about $-8.9$ with the numbers above, so $g$ grows on that side too. There are then two roots whenever the minimum lies below zero. Reversing the sign of $C$ in the example at $V_G=0$, $V_D=0.7$ V does give two, and the bracket argument no longer applies.

Several subbands do no harm if their offsets from $E$ are fixed, since a sum of falling densities still falls. If the offsets or the capacitances themselves depend on the charge, (3) acquires further terms and its sign must be established again.

## From the barrier to the current

Each electron carries the velocity $v_x=\hbar k_x/m_x=\sqrt{2kT/m_x}\,s_x$. The source current per width has the same integrand as $n_S$, multiplied by $qv_x$. The angular integral is now $\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=2$, so

$$\int_{s_x>0}\frac{s_x\,d^2s}{1+e^{s^2-\eta}}=2\int_0^\infty\frac{s^2ds}{1+e^{s^2-\eta}}=\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}}=\frac{\sqrt\pi}{2}F_{1/2}(\eta).$$

The last equality defines $F_{1/2}$, normalized so that $F_{1/2}\to e^\eta$ for $\eta\to-\infty$. For the density the corresponding integral was $(\pi/2)\ln(1+e^\eta)$ and gave $N\ln(1+e^\eta)$. The prefactor is therefore $N\cdot(2/\pi)\cdot(\sqrt\pi/2)\sqrt{2kT/m_x}=Nv_T$. Subtracting the drain flux,

$$J=qNv_T\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right],\qquad v_T=\sqrt{\frac{2kT}{\pi m_x}} .\tag{4}$$

Equations (2) and (4) were compared with direct sums over wave vectors for $E=0.2$, 0 and $-0.15$ eV at $V_D=0.1$ V, with equal and unequal masses; they agree to a relative $10^{-7}$.

In the example $v_T=1.23\times10^7$ cm/s and $qNv_T=406$ µA/µm. In the on state $\eta_S=0.0668/0.02585=2.58$, while $\eta_D=-24.5$ makes the drain flux negligible. With $F_{1/2}(2.58)=3.75$ the current is $406\times3.75\approx1520$ µA/µm. The density is $5.45\times10^{12}$ cm$^{-2}$, so the mean velocity $J/qn$ is $1.74\times10^7$ cm/s. It exceeds $v_T$ because the source filling is degenerate.

## The shape of the output curves

Let $C_{QS}$ and $C_{QD}$ be the source and drain parts of $C_Q$. The drain part of $n$ depends on $E+qV_D$, so

$$q^2dn=-C_{QS}\,dE-C_{QD}(dE+q\,dV_D).$$

Insert this in the differential of (1), $dE=-q\alpha_GdV_G-q\alpha_DdV_D+q^2dn/C$, and collect the terms in $dE$:

$$\left(1+\frac{C_Q}{C}\right)dE=-q\alpha_GdV_G-q\left(\alpha_D+\frac{C_{QD}}{C}\right)dV_D .$$

At fixed gate voltage this gives

$$\frac{dE}{d(qV_D)}=-a,\qquad a=\frac{\alpha_D+C_{QD}/C}{1+(C_{QS}+C_{QD})/C},\qquad 0<a<1,$$

where $a<1$ because $\alpha_D<1$. A rise $dV_D$ changes $\eta_S$ by $+a\,q\,dV_D/kT$ and $\eta_D$ by $-(1-a)\,q\,dV_D/kT$. With $F_{-1/2}=F_{1/2}'$, the output conductance is

$$g_d=\frac{q^2Nv_T}{kT}\left[aF_{-1/2}(\eta_S)+(1-a)F_{-1/2}(\eta_D)\right]>0 .\tag{5}$$

In this model every output curve rises strictly. A computed curve that dips signals an error in the solution. The current also rises with $V_G$ when $V_D>0$: the gate raises both $\eta$ by the same amount, and $F_{-1/2}$ is larger at the larger argument $\eta_S$.

The limits on $a$ improve the algorithm as well. If $V_D$ is raised by $\Delta V$, the new root lies between $E-q\Delta V$ and $E$. For steps of 0.02 V this bracket needs 38 halvings instead of 45. The full procedure is:

1. Choose $V_G$, set $V_D=0$, and form the bracket $[E_L,E_U]$.
2. Bisect $g$ to the required width.
3. Evaluate $J$ from (4).
4. Raise $V_D$, form a new bracket by either rule, and return to step 2.
5. At the end of the curve, take the next $V_G$.

The curves printed here use $[E_L,E_U]$ at every point. Some of their values are:

| $V_D$ (V) | $J$, $V_G=0.3$ V | $J$, $V_G=0.5$ V | $J$, $V_G=0.7$ V |
|---|---|---|---|
| 0.05 | 113 | 432 | 758 |
| 0.10 | 147 | 624 | 1226 |
| 0.20 | 161 | 685 | 1421 |
| 0.70 | 206 | 759 | 1520 |

The currents are in µA/µm. At $V_D=0$ the two fluxes cancel and $J=0$. The slope there corresponds to a resistance of 60 Ω µm at $V_G=0.7$ V, although nothing scatters: it reflects the finite number of states that carry current.

At $V_G=0.7$ V the barrier falls from $-0.028$ eV at $V_D=0$ to $-0.063$ eV at 0.2 V, and then by less than 0.004 eV up to 0.7 V. At first the drain stops filling its half of the states, and the term $C_{QD}/C$ in $a$ lets the barrier drop so that the source replaces most of the missing charge. Once $C_{QD}$ has vanished, only the direct coupling remains, reduced to $a=0.04/5.62=0.007$. Equation (5) then gives $g_d=190$ µS/µm at the end of the curve.

The lowest curve saturates less well. It reaches 90% of its 0.7 V current at 0.48 V, against 0.14 V for the highest curve. When the drain flux is negligible, (4) and (5) give

$$\frac{1}{J}\frac{dJ}{dV_D}=\frac{q}{kT}\,a\,\frac{F_{-1/2}(\eta_S)}{F_{1/2}(\eta_S)} .$$

At low density $a\to\alpha_D$ and the last ratio tends to one. Mobile charge screens the drain and lowers $a$, while degeneracy lowers the ratio. At $V_D=0.7$ V the two are 0.014 and 0.85 on the lowest curve, against 0.007 and 0.45 on the highest.

Deep in the off state $C_Q/C\to0$ and $J\propto e^{-E_L/kT}$. A tenfold change of current then takes $\ln10\;kT/(q\alpha_G)=66.1$ mV of gate voltage; the computed currents at $V_G=-0.05$ V and 0 give 66.2 mV. The off current at $V_D=0.7$ V is 76 nA/µm.

## How far a real device departs from this

The parameters are in the rough regime of thin silicon-on-insulator transistors, although a 3 nm body is thinner than the roughly 6 nm of production devices. Real on currents are of the order of 1 mA/µm, so 1520 µA/µm is high. The mid-body sheet is itself rough. A charge spread self-consistently across the body adds about 0.39 nm of equivalent oxide at low density and about 0.3 nm at the on-state density, so $C_G$ is larger than assumed and not strictly constant. With 0.3 nm in place of 0.5 nm the ballistic on current would be about 1770 µA/µm. Of the on-current corrections estimated below, scattering is the largest. Let a fraction $T_b$ of the injected electrons reach the drain and the rest return to the source. States with $k_x<0$ are then filled by $(1-T_b)$ of the source distribution and $T_b$ of the drain distribution, so

$$n=N\left[(2-T_b)\ln(1+e^{\eta_S})+T_b\ln(1+e^{\eta_D})\right],$$

and (4) is multiplied by $T_b$. This density still falls with $E$, so the root remains unique.

I take the model form $T_b=\lambda/(\lambda+\ell)$. In a long, nondegenerate channel at small $V_D$ it gives $J=(\lambda/L)\,qNv_Te^{\eta_S}\,qV_D/kT$ with $n=2Ne^{\eta_S}$. Equating this to $qn\mu V_D/L$ yields $\lambda=2\mu kT/(qv_T)$. A rough mobility of 200 cm²/Vs gives $\lambda=8.4$ nm. At high drain voltage $\ell$ is the distance over which the potential falls by $kT/q$. For an assumed parabolic fall, $\ell=L\sqrt{kT/qV_D}=3.8$ nm and $T_b=0.69$. The on current becomes 778 µA/µm, less than $0.686\times1520\approx1040$: returning electrons add charge at a given $E$, so the barrier rises. At $V_D=0.05$ V, with $\ell=L$, the current falls from 758 to 172 µA/µm. This nondegenerate $\lambda$ is itself rough in the on state: with degenerate filling the same mobility gives 11 to 12 nm, which raises the currents at high and low $V_D$ by about 19% and 24%.

A contact resistance of 75 Ω µm on each side, also a rough value, reduces the ballistic on current to 1142 µA/µm. Higher subbands reduce it by 2% if their offsets are those of a flat well with infinite walls and confinement masses $0.92\,m_0$ and $0.19\,m_0$: 0.136 eV for the second level and 0.175 eV for the other four valleys. This figure is sensitive to the walls. With a 3.1 eV barrier and an assumed oxide mass of $0.5\,m_0$, the other four valleys come down to about 0.095 eV and the reduction grows to 13%. With the nondegenerate $\lambda$, scattering, resistance and the infinite-wall subbands together leave 661 µA/µm if $\ell$ is kept at 3.8 nm, and 641 µA/µm if $\ell$ is evaluated at the internal drain voltage. For a nonparabolic band with $\varepsilon(1+\beta\varepsilon)=\hbar^2k^2/2m$, the two-dimensional density of states is multiplied by $1+2\beta\varepsilon$. With a rough $\beta=0.5$ eV$^{-1}$ this adds about 7% at the source Fermi level, where $\varepsilon=0.067$ eV from the subband bottom. Counting as well the infinite-wall confinement energy, 0.045 eV for a parabolic band and 0.044 eV with this $\beta$, makes it 11%.

In the off state, tunnelling through the barrier adds to the current. For a parabolic barrier with transmission $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$ at energy $\varepsilon$ from its top, the thermal current is multiplied by $u/\sin u$, $u=\hbar\omega/2kT<\pi$. A fall by $\Delta$ over half the gate length means $\omega=\sqrt{8\Delta/(m_xL^2)}$. The source-side fall of 0.22 eV gives a factor 1.12 and the drain-side fall of 0.92 eV gives 1.67; these are estimates, not bounds. Heating to 358 K at fixed $E_{b0}$ matters more: it raises the off current about fivefold, to 395 nA/µm.

Band-to-band tunnelling into the drain is hindered at this bias. With a gap of 1.12 eV the channel valence edge lies 0.20 eV below the drain Fermi level. Depending on its doping, the drain has either no conduction states at that energy or nearly full ones. At the barrier top in the on state, the mobile charge produces an oxide-equivalent insulator field of about 2.5 MV/cm if imaged entirely on the gate (2.3 MV/cm for the share $\alpha_G$), below the rough 10 MV/cm at which oxide breaks down. The margin is smaller where the gate overlaps the drain: in the off state the 0.7 V between them would alone give 7 MV/cm across 1 nm of oxide. Gate leakage is not included. The numerical output below lists a few further points of the curves.

## Values computed for the example and the checks

```
temperature 300 K, kT 25.85 meV, supply 0.70 V
gate length 20 nm, body 3 nm, insulator 1.0 nm
relative permittivity: insulator 3.9, body 11.7
masses 0.19, 0.92 m0; valleys in lowest subband 2
shares gate 0.90, drain 0.04, source 0.06; E_b0 0.25 eV
equivalent thickness with charge at mid-body 1.50 nm
gate capacitance 2.302, total C 2.558 uF/cm2
density prefactor N 2.0518e+12 1/cm2
thermal velocity v_T 1.2343e+07 cm/s
current scale q N v_T 405.77 uA/um
-- on state, VG = VD = 0.70 V
bracket -0.40800 to 1.62035 eV, bisections 45 to 1e-13 eV
barrier E -0.066757 eV, eta_S 2.5823, eta_D -24.495
density 5.4480e+12 1/cm2, charge term q^2 n/C 0.34124 eV
current 1519.74 uA/um, mean velocity 1.7411e+07 cm/s
CQ/C 4.622, output conductance 189.64 uS/um
resistance at VD = 0: 60.03 ohm um
substitution two-cycle -0.40800 and 1.62035 eV
CQ = C at VG 0.2391 V (VD = 0.70 V)
roots for C replaced by -C at VG = 0, VD = 0.70 V: 2
-- off state, VG = 0, VD = 0.70 V
barrier 0.22202 eV, current 75.58 nA/um, on/off 2.011e+04
swing 66.17 mV/decade, limit formula 66.14
-- output curves: VD (V); J (uA/um) at VG 0.3, 0.5, 0.7 V; E (eV) at 0.7 V
0.00; 0.000, 0.00, 0.00; -0.02784
0.05; 113.199, 432.28, 757.76; -0.04702
0.10; 146.603, 623.81, 1226.06; -0.05825
0.20; 160.842, 685.27, 1421.03; -0.06307
0.30; 169.619, 700.69, 1444.49; -0.06390
0.50; 187.440, 729.64, 1481.99; -0.06533
0.70; 205.934, 758.96, 1519.74; -0.06676
VG 0.3 V: 90% of the current at VD = 0.7 V is reached at 0.4768 V
VG 0.5 V: 90% of the current at VD = 0.7 V is reached at 0.1888 V
VG 0.7 V: 90% of the current at VD = 0.7 V is reached at 0.1400 V
-- neglected effects
subband offsets 0.1362 (second), 0.1745 (other valleys) eV
on current with higher subbands 1489.4 uA/um
mobility 200 cm2/Vs, mean free path 8.38 nm
high VD: layer 3.84 nm, T 0.686, on current 778.4 uA/um
VD 0.05 V: T 0.295, current 171.5 against 757.8 uA/um
resistance 75 ohm um per side: on current 1141.6 uA/um
subbands, scattering and resistance together 661.4 uA/um
off-current tunnelling factor 1.120 (source), 1.670 (drain)
off current at 358 K 394.9 nA/um
nonparabolicity 0.5 1/eV: state density +6.7% at mu_S
insulator field 2.53 MV/cm
gap 1.12 eV: off valence edge minus drain Fermi level -0.198 eV
```
